# Transit Time of an Argon Ion Through a Child Sheath: verification in Python

```python
"""Ion transit time through a collisionless dc Child sheath.

Result under test: an ion entering with negligible speed needs
    tau = 3 s / v,   v = sqrt(2 e V / M),
and, for a finite entry speed u0 with the field solved self-consistently,
    tau = 3 s / (u_wall + 2 u0),   u_wall = sqrt(u0^2 + v^2).
s: sheath thickness, V: potential drop from sheath edge to wall,
M: ion mass, J: ion current density, T: rf period (used only as a clock).
Scaled variables: X = x/s, w = potential drop/V, beta = u0/v,
K = J s^2/(eps0 V v), theta = elapsed time * v/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Inputs
thickness = 3.2e-3
voltage = 300.0
frequency = 13.56e6
atomic_weight = 39.95
electron_temperature = 3.0      # volts, chosen round parameter
e, eps0 = const.e, const.epsilon_0
mass = atomic_weight * const.atomic_mass - const.m_e

# Closed formulas for cold entry
speed = np.sqrt(2 * e * voltage / mass)
period = 1 / frequency
transit = 3 * thickness / speed
periods = transit / period
current = (4 / 9) * eps0 * np.sqrt(2 * e / mass) * voltage**1.5 / thickness**2
wall_field = 4 * voltage / (3 * thickness)


def integrate_sheath(K, beta):
    """Poisson's equation from the edge, with the ion's elapsed time."""
    def rhs(X, y):
        ion_speed = np.sqrt(beta**2 + y[0])
        return [y[1], K / ion_speed, 1 / ion_speed]
    solution = solve_ivp(rhs, (0, 1), [0.0, 0.0, 0.0], method="DOP853",
                         rtol=1e-10, atol=1e-14, dense_output=True)
    assert solution.success
    return solution


def solve_sheath(beta):
    """Find the current that gives the required voltage at the wall."""
    K = brentq(lambda k: integrate_sheath(k, beta).y[0, -1] - 1,
               0.2, 1.5, xtol=1e-11)
    return K, integrate_sheath(K, beta)


def transit_formula(u0):
    return 3 * thickness / (np.sqrt(u0**2 + speed**2) + 2 * u0)


def current_formula(u0):
    u_wall = np.sqrt(u0**2 + speed**2)
    return (2 * mass * eps0 * (u_wall - u0) * (u_wall + 2 * u0)**2
            / (9 * e * thickness**2))


# Numerical sheath solutions against the finite-entry-speed formulas
bohm_speed = np.sqrt(e * electron_temperature / mass)
beta_cold = 1e-4
beta_bohm = bohm_speed / speed
current_unit = eps0 * voltage * speed / thickness**2
numerical = {}
for name, beta in (("cold", beta_cold), ("bohm", beta_bohm)):
    K, solution = solve_sheath(beta)
    time = solution.y[2, -1] * thickness / speed
    numerical[name] = (time, K * current_unit, solution)
    assert abs(time / transit_formula(beta * speed) - 1) < 1e-6
    assert abs(K * current_unit / current_formula(beta * speed) - 1) < 1e-6

# Cold limit: remaining differences are of order beta_cold
cold_time, cold_current, cold_solution = numerical["cold"]
assert abs(cold_time / transit - 1) < 1e-3
assert abs(cold_current / current - 1) < 1e-3
cold_wall_field = cold_solution.y[1, -1] * voltage / thickness
assert abs(cold_wall_field / wall_field - 1) < 1e-3

# Direct time integral in the Child potential and in a uniform field
child_integral = quad(lambda X: 1 / np.sqrt(X**(4 / 3)), 0, 1, limit=200)[0]
uniform_integral = quad(lambda X: 1 / np.sqrt(X), 0, 1, limit=200)[0]
assert abs(child_integral * thickness / speed / transit - 1) < 1e-6
uniform_time = 2 * thickness / speed
assert abs(uniform_integral * thickness / speed / uniform_time - 1) < 1e-6

# Cubic law for position and quartic law for energy, on the numerical sheath;
# the tolerance covers the small but finite entry speed
first_fraction = (period / transit)**3
first_energy = voltage * (period / transit)**4
before_last_fraction = (1 - period / transit)**3
for fraction, time in ((first_fraction, period),
                       (before_last_fraction, transit - period)):
    w, _, theta = cold_solution.sol(fraction)
    assert abs(theta * thickness / speed / time - 1) < 1e-2
    assert abs(w / (time / transit)**4 - 1) < 1e-2

# The claim itself, from the numerical sheath as well as from the formula
assert abs(periods - 3.4) < 0.05
assert abs(cold_time / period - 3.4) < 0.05

bohm_time, bohm_current, _ = numerical["bohm"]
print(f"sheath thickness s = {thickness * 1e3:.1f} mm")
print(f"sheath voltage V = {voltage:.0f} V")
print(f"frequency f = {frequency / 1e6:.2f} MHz")
print(f"argon atomic weight = {atomic_weight:.2f} u")
print(f"ion mass M = {mass:.4e} kg")
print(f"wall speed v, cold entry = {speed:.4e} m/s")
print(f"rf period T = {period * 1e9:.2f} ns")
print(f"transit time 3s/v = {transit * 1e9:.1f} ns")
print(f"transit time / period = {periods:.3f} (no unit)")
print(f"Child current density J = {current:.3f} A/m^2")
print(f"wall field 4V/(3s) = {wall_field / 1e3:.1f} kV/m")
print(f"time integral, Child profile = {child_integral:.6f} (units s/v)")
print(f"numerical sheath: entry speed / v = {beta_cold:.1e} (no unit)")
print(f"numerical sheath: transit / period = {cold_time / period:.3f} (no unit)")
print(f"numerical sheath: current density = {cold_current:.3f} A/m^2")
print(f"sheath fraction crossed in first period = {100 * first_fraction:.2f} %")
print(f"distance crossed in first period = {first_fraction * thickness * 1e3:.4f} mm")
print(f"energy gained in first period = {first_energy:.2f} eV")
print(f"sheath fraction crossed in last period = {100 * (1 - before_last_fraction):.1f} %")
print(f"uniform field: transit time 2s/v = {uniform_time * 1e9:.1f} ns")
print(f"uniform field: transit / period = {uniform_time / period:.3f} (no unit)")
print(f"chosen electron temperature = {electron_temperature:.1f} V")
print(f"Bohm entry speed u0 = {bohm_speed:.1f} m/s")
print(f"Bohm entry: u0 / v = {beta_bohm:.4f} (no unit)")
print(f"Bohm entry: wall speed = {np.hypot(bohm_speed, speed):.4e} m/s")
print(f"Bohm entry: transit time = {bohm_time * 1e9:.1f} ns")
print(f"Bohm entry: transit / period = {bohm_time / period:.3f} (no unit)")
print(f"Bohm entry: current density = {bohm_current:.3f} A/m^2")
print(f"Bohm entry: change of transit time = {100 * (bohm_time / transit - 1):.1f} %")
print("tests ok")
```

Running it gives:

```
sheath thickness s = 3.2 mm
sheath voltage V = 300 V
frequency f = 13.56 MHz
argon atomic weight = 39.95 u
ion mass M = 6.6338e-26 kg
wall speed v, cold entry = 3.8067e+04 m/s
rf period T = 73.75 ns
transit time 3s/v = 252.2 ns
transit time / period = 3.420 (no unit)
Child current density J = 4.389 A/m^2
wall field 4V/(3s) = 125.0 kV/m
time integral, Child profile = 3.000000 (units s/v)
numerical sheath: entry speed / v = 1.0e-04 (no unit)
numerical sheath: transit / period = 3.419 (no unit)
numerical sheath: current density = 4.390 A/m^2
sheath fraction crossed in first period = 2.50 %
distance crossed in first period = 0.0800 mm
energy gained in first period = 2.19 eV
sheath fraction crossed in last period = 64.6 %
uniform field: transit time 2s/v = 168.1 ns
uniform field: transit / period = 2.280 (no unit)
chosen electron temperature = 3.0 V
Bohm entry speed u0 = 2691.8 m/s
Bohm entry: u0 / v = 0.0707 (no unit)
Bohm entry: wall speed = 3.8162e+04 m/s
Bohm entry: transit time = 220.5 ns
Bohm entry: transit / period = 2.989 (no unit)
Bohm entry: current density = 5.351 A/m^2
Bohm entry: change of transit time = -12.6 %
tests ok
```
